**Conversion times of a slab, a cylinder and a sphere**

For equal product and reactant volumes, diffusion-controlled full conversion takes \(t_d=nR^2/(2dDc_s)\), with \(d=1,2,3\) for slab, cylinder and sphere, so the times are in the ratio 6:3:2. Here \(R\) is the half-thickness or radius, \(D\) the diffusivity in the product, \(c_s\) the mobile concentration at the surface and \(n\) the bound diffusant per volume of product. The program simulates the full diffusion problem for \(c_s/n=0.2\) and \(0.04\), without assuming a steady profile. It asserts that the times to half radius and to full conversion exceed the quasi-steady times by a fraction between 0 and \(c_s/n\), with an allowance of 0.001 for the grid. It also integrates finite-difference steady profiles over the front position and asserts that the formulas for a finite interface rate and for a volume ratio of 1 or 2.2 hold within 0.05 %; the largest error found is 0.0017 %. For the worked example the output gives 7500 s, 3750 s and 2500 s. A volume ratio of 2.2, roughly that of silicon and its oxide, changes the ratio of times to about 10.4:3.4:2.

## Verification by program

```python
"""
Full conversion of a solid by diffusion through its product layer.
Result under test: for equal product and reactant volumes the time is
    t_d = n R^2 / (2 d D c_s),   d = 1 slab, 2 cylinder, 3 sphere,
so the times are in the ratio 6 : 3 : 2.
R    half-thickness or radius        D    diffusivity in the product
c_s  mobile concentration at the outer surface
n    diffusant bound per volume of product
k    interface rate constant (flux = k * concentration at the front)
z    product volume per volume of reactant consumed
xi   front position divided by R
"""
import numpy as np
from scipy import constants as const

SHAPES = {1: "slab", 2: "cylinder", 3: "sphere"}


def progress(d, xi):
    """Quasi-steady time to reach xi, divided by the full time (z = 1)."""
    if d == 1:
        return (1 - xi) ** 2
    if d == 2:
        return 1 - xi**2 + 2 * xi**2 * np.log(xi)
    return 1 - 3 * xi**2 + 2 * xi**3


def full_time(d, z=1.0):
    """Diffusion-controlled full time in units of n R^2 / (D c_s)."""
    if z == 1.0:
        return 1 / (2 * d)
    if d == 1:
        return z**2 / 2
    if d == 2:
        return z**2 * np.log(z) / (4 * (z - 1))
    return z * (z - z ** (2 / 3)) / (2 * (z - 1))


def simulate(d, storage, cells=40):
    """Full time-dependent problem by conservation of total diffusant.
    Units R = D = c_s = 1, storage = c_s/n. No front law is assumed: a cell
    holds mobile diffusant only after its binding capacity n is filled.
    Returns the times at which the front reaches R/2 and the centre."""
    n = 1 / storage
    h = 1 / cells
    faces = np.arange(cells + 1) * h
    conductance = faces ** (d - 1) / h
    conductance[0] = 0.0           # symmetry: no flux through the centre
    conductance[-1] *= 2           # half a cell to the outer surface
    volume = np.diff(faces**d) / d
    dt = 0.25 * h**2
    gain = dt / volume
    total = np.zeros(cells)
    mobile = np.zeros(cells + 2)   # padded with centre and surface values
    mobile[-1] = 1.0
    middle = cells // 2
    half_time = None
    step = 0
    while total[0] < n:
        np.maximum(total - n, 0.0, out=mobile[1:-1])
        flux = conductance * (mobile[1:] - mobile[:-1])
        total += gain * (flux[1:] - flux[:-1])
        step += 1
        if half_time is None and total[middle] >= n:
            half_time = step * dt
    return half_time, step * dt


def time_from_profiles(d, z, rate, intervals=400, points=16):
    """Full time from finite-difference steady profiles with a reacting
    front, integrated over front position. Units R = D = c_s = n = 1."""
    nodes, weights = np.polynomial.legendre.leggauss(points)
    result = 0.0
    for s, weight in zip((nodes + 1) / 2, weights / 2):
        outer = (z - (z - 1) * s**d) ** (1 / d)
        r = np.linspace(s, outer, intervals + 1)
        g = ((r[1:] + r[:-1]) / 2) ** (d - 1) / (r[1] - r[0])
        matrix = np.zeros((intervals, intervals))
        index = np.arange(intervals)
        matrix[index, index] = g
        matrix[index[1:], index[1:]] += g[:-1]
        matrix[index[1:], index[:-1]] = -g[:-1]
        matrix[index[:-1], index[1:]] = -g[:-1]
        matrix[0, 0] += rate * s ** (d - 1)
        source = np.zeros(intervals)
        source[-1] = g[-1]         # outer surface held at concentration 1
        front_concentration = np.linalg.solve(matrix, source)[0]
        result += weight * z / (rate * front_concentration)
    return result


def ratio_text(times):
    """Three times scaled so that the sphere has the value 2."""
    scaled = [2 * t / times[2] for t in times]
    return " : ".join(f"{value:.3f}" for value in scaled)


# --- test 1: full diffusion problem against the quasi-steady law ---------
# The true time must lie between the quasi-steady time and (1 + c_s/n)
# times it; 1e-3 allows for the finite grid.
simulated = {}
for storage in (0.2, 0.04):
    for d in SHAPES:
        half, full = simulate(d, storage)
        quasi_full = full_time(d) / storage
        quasi_half = quasi_full * progress(d, 0.5)
        for true, quasi in ((half, quasi_half), (full, quasi_full)):
            delay = true / quasi - 1
            assert -1e-3 < delay < storage + 1e-3, (d, storage, delay)
        simulated[storage, d] = (full, full / quasi_full - 1)

# --- test 2: interface rate and volume change ----------------------------
# 5e-4 allows for the finite-difference profiles and the quadrature.
largest_error = 0.0
for d in SHAPES:
    for z in (1.0, 2.2):
        for rate in (2.0, 20.0):
            numeric = time_from_profiles(d, z, rate)
            formula = full_time(d, z) + z / rate
            error = abs(numeric / formula - 1)
            largest_error = max(largest_error, error)
            assert error < 5e-4, (d, z, rate, numeric, formula)

# --- worked example, SI inside -------------------------------------------
R = 1.0e-6                 # m
D = 1.0e-9 * 1e-4          # m^2/s
c_s = 3.0e19 * 1e6         # 1/m^3
n = 4.5e22 * 1e6           # 1/m^3
k = 2.0e-4 * 1e-2          # m/s
z_si = 2.2                 # rough volume ratio, silicon to its oxide
T = const.zero_Celsius + 1100.0

unit_time = n * R**2 / (D * c_s)
B = 2 * D * c_s / n
t_equal = [unit_time * full_time(d) for d in SHAPES]
t_interface = n * R / (k * c_s)
t_mixed = [t + t_interface for t in t_equal]
t_expand = [unit_time * full_time(d, z_si) for d in SHAPES]
t_both = [t + z_si * t_interface for t in t_expand]
atom_volume = const.value("lattice parameter of silicon") ** 3 / 8
extra_volume = (z_si - 1) * atom_volume
stress_scale = const.k * T / extra_volume

print("INPUTS (round model values)")
print(f"R = {R*1e6:.1f} um, temperature = {T-const.zero_Celsius:.0f} C")
print(f"D = {D*1e4:.1e} cm2/s, k = {k*1e2:.1e} cm/s")
print(f"c_s = {c_s*1e-6:.1e} cm^-3, n = {n*1e-6:.1e} cm^-3")
print("EQUAL VOLUMES, DIFFUSION CONTROL")
print(f"parabolic constant B = {B*1e12*3600:.3f} um2/h")
for name, t in zip(SHAPES.values(), t_equal):
    print(f"full time, {name}: {t:.0f} s = {t/60:.1f} min")
print("ratio at full conversion:", ratio_text(t_equal))
for fraction in (0.90, 0.01):
    partial = [t * progress(d, (1 - fraction) ** (1 / d))
               for d, t in zip(SHAPES, t_equal)]
    print(f"ratio at {100*fraction:.0f} % conversion:", ratio_text(partial))
    if fraction > 0.5:
        for name, t in zip(SHAPES.values(), partial):
            print(f"time to {100*fraction:.0f} %, {name}: {t:.0f} s")
print("FULL DIFFUSION SIMULATION")
for storage in (0.2, 0.04):
    runs = [simulated[storage, d] for d in SHAPES]
    print(f"c_s/n = {storage}: ratio", ratio_text([r[0] for r in runs]))
    print("  delay over quasi-steady, slab/cyl/sphere (%):",
          " ".join(f"{100*r[1]:.2f}" for r in runs))
print("NEGLECTED EFFECTS FOR THE EXAMPLE")
print(f"storage: delay at most c_s/n = {100*c_s/n:.3f} %")
print(f"interface reaction adds {t_interface:.0f} s to each shape")
print("  ratio with interface reaction:", ratio_text(t_mixed))
print(f"volume ratio z = {z_si} (silicon, rough), diffusion only:")
for name, t in zip(SHAPES.values(), t_expand):
    print(f"  full time, {name}: {t:.0f} s")
print("  ratio:", ratio_text(t_expand))
print("  ratio with interface reaction too:", ratio_text(t_both))
print(f"volume per silicon atom = {atom_volume*1e30:.2f} A^3")
print(f"bound n from 2/(z V_Si) = {2e-6/(z_si*atom_volume):.2e} cm^-3")
print(f"expansion per silicon atom = {extra_volume*1e30:.1f} A^3")
print(f"stress scale kT/(expansion) = {stress_scale*1e-9:.2f} GPa")
print(f"largest error, profile test = {100*largest_error:.4f} %")
print("PASS")
```

It prints:

```
INPUTS (round model values)
R = 1.0 um, temperature = 1100 C
D = 1.0e-09 cm2/s, k = 2.0e-04 cm/s
c_s = 3.0e+19 cm^-3, n = 4.5e+22 cm^-3
EQUAL VOLUMES, DIFFUSION CONTROL
parabolic constant B = 0.480 um2/h
full time, slab: 7500 s = 125.0 min
full time, cylinder: 3750 s = 62.5 min
full time, sphere: 2500 s = 41.7 min
ratio at full conversion: 6.000 : 3.000 : 2.000
ratio at 90 % conversion: 8.778 : 3.629 : 2.000
time to 90 %, slab: 6075 s
time to 90 %, cylinder: 2512 s
time to 90 %, sphere: 1384 s
ratio at 1 % conversion: 17.920 : 4.495 : 2.000
FULL DIFFUSION SIMULATION
c_s/n = 0.2: ratio 5.508 : 2.915 : 2.000
  delay over quasi-steady, slab/cyl/sphere (%): 6.43 12.64 15.93
c_s/n = 0.04: ratio 5.868 : 2.978 : 2.000
  delay over quasi-steady, slab/cyl/sphere (%): 1.30 2.83 3.58
NEGLECTED EFFECTS FOR THE EXAMPLE
storage: delay at most c_s/n = 0.067 %
interface reaction adds 750 s to each shape
  ratio with interface reaction: 5.077 : 2.769 : 2.000
volume ratio z = 2.2 (silicon, rough), diffusion only:
  full time, slab: 36300 s
  full time, cylinder: 11925 s
  full time, sphere: 6991 s
  ratio: 10.384 : 3.411 : 2.000
  ratio with interface reaction too: 8.783 : 3.142 : 2.000
volume per silicon atom = 20.02 A^3
bound n from 2/(z V_Si) = 4.54e+22 cm^-3
expansion per silicon atom = 24.0 A^3
stress scale kT/(expansion) = 0.79 GPa
largest error, profile test = 0.0017 %
PASS
```
